# Quartic force fields from displaced Hessians and Fermi-resonant VPT2 for silylene

Take the computed quartic force field of silylene, SiH$_2$, and change one number: shift the harmonic wavenumber of the symmetric stretch until twice the bending wavenumber exceeds it by only 2 cm$^{-1}$. Ordinary second-order vibrational perturbation theory (VPT2) then misplaces two of the four lowest excited levels by more than 180 cm$^{-1}$ each, in opposite directions, relative to a variational solution of the same field. If a single coupling is treated differently, the largest error is 15 cm$^{-1}$. The force field is identical in both calculations, so the fault lies in how one cubic constant is used. Two modes suffice to find it.

## Two modes by hand

Let mode 1 be the symmetric stretch and mode 2 the bend. With dimensionless coordinates $q_i$, conjugate momenta $p_i$ and all energies in cm$^{-1}$, consider

$$H=\tfrac12\omega_1(p_1^2+q_1^2)+\tfrac12\omega_2(p_2^2+q_2^2)+\tfrac12\phi_{122}\,q_1q_2^2 .$$

The factor $\tfrac12$ follows from the Taylor series: $\tfrac16\sum\phi_{ijk}q_iq_jq_k$ contains three equal orderings of $122$.

**Finding the constant.** The second derivatives $F_{ij}=\partial^2V/\partial q_i\partial q_j$ are

$$F_{22}=\omega_2+\phi_{122}q_1,\qquad F_{12}=\phi_{122}q_2 .$$

The same constant is thus found by displacing the stretch and watching $F_{22}$, or by displacing the bend and watching $F_{12}$. In a real potential the routes differ at finite step. Including higher Taylor terms,

$$F_{22}(q_1,0)=\omega_2+\phi_{122}q_1+\tfrac12\phi_{1122}q_1^2+\tfrac16\phi_{11122}q_1^3+\dots$$

The central difference cancels even powers:

$$\frac{F_{22}(h,0)-F_{22}(-h,0)}{2h}=\phi_{122}+\frac{h^2}{6}\phi_{11122}+O(h^4).$$

The other route has $\phi_{12222}$ in place of $\phi_{11122}$. For silylene, steps 0.4 and 0.2 give 78.419 and 77.427 cm$^{-1}$ by the first route, 76.396 and 76.921 cm$^{-1}$ by the second. The disagreement falls from 2.024 to 0.506 cm$^{-1}$, a factor of four, as an $h^2$ error requires.

Averaging enforces symmetry but leaves the average of the two step errors. The combination $[4T(h)-T(2h)]/3$ removes the $h^2$ term itself, because $4h^2-(2h)^2=0$:

$$\frac{4(77.4268)-78.4191}{3}=77.096,\qquad
\frac{4(76.9207)-76.3955}{3}=77.096 .$$

Differences of energies alone, without Hessians, also give 77.10 cm$^{-1}$.

**Using the constant.** Since $q=(a+a^\dagger)/\sqrt2$, we have $\langle0|q|1\rangle=1/\sqrt2$ and $\langle2|q^2|0\rangle=\sqrt2/2$. The one-quantum stretch and two-quantum bend are therefore coupled by

$$W=\tfrac12\phi_{122}\,\frac1{\sqrt2}\,\frac{\sqrt2}{2}=\frac{\phi_{122}}4=19.27\ \text{cm}^{-1}.$$

Let $\Delta=2\omega_2-\omega_1$. Measured from the stretch, the two-state matrix and its roots are

$$\begin{pmatrix}0&W\\W&\Delta\end{pmatrix},\qquad
E_\pm=\frac{\Delta}{2}\pm\frac12\sqrt{\Delta^2+4W^2}.$$

For $\Delta>2|W|$ the square root can be expanded:

$$E_-=-\frac{W^2}{\Delta}+\frac{W^4}{\Delta^3}-\dots$$

Second-order theory keeps the first term. At $\Delta=2$ cm$^{-1}$ that term is $19.27^2/2\approx186$ cm$^{-1}$, the main source of the opening error. The true two-state shift stays finite: at $\Delta=0$ the levels lie at $\pm W$ and each is an equal mixture. The splitting is then linear in $\phi_{122}$, which no finite sum of $\phi_{122}^2/\Delta$ terms can reproduce.

While $|\Delta|>2|W|$, the first neglected term, $W^4/|\Delta|^3$, estimates the two-state error before any level is computed. It always exceeds that error, by a factor of 1.08 at $|\Delta|=5|W|$ and 1.46 at $|\Delta|=2|W|$; closer to resonance the excess grows quickly and the term serves only as a warning. In a molecule, anharmonic shifts also change the gap, so the estimate is a guide to the size of the error, not its value. This near-degeneracy of one quantum with two is a Fermi resonance.

## The force field in general

Assume a true minimum, nondegenerate modes and one electronic surface. Let $\mathbf M$ be the diagonal mass matrix, $\mathbf H$ the Cartesian Hessian and $\mathbf L_k$ the orthonormal eigenvectors of $\mathbf M^{-1/2}\mathbf H\mathbf M^{-1/2}$, with eigenvalues $\omega_k^2$. In atomic units, move the atoms along straight lines in a fixed frame:

$$\mathbf x=\mathbf x_0+\sum_k\mathbf D_kq_k,\qquad
\mathbf D_k=\frac{\mathbf M^{-1/2}\mathbf L_k}{\sqrt{\omega_k}},\qquad
F_{ij}=\mathbf D_i^T\mathbf H\mathbf D_j .$$

At the minimum $F_{ij}=\omega_i^2\delta_{ij}/\sqrt{\omega_i\omega_j}=\omega_i\delta_{ij}$. The vectors $\mathbf D_k$ stay fixed at displaced geometries; new normal modes there would mix the derivatives sought. Convert $F$ to cm$^{-1}$ and form

$$\phi_{ijk}\approx\frac{F_{ij}(+h_k)-F_{ij}(-h_k)}{2h},\qquad
\phi_{ijkk}\approx\frac{F_{ij}(+h_k)+F_{ij}(-h_k)-2F_{ij}(0)}{h^2}.$$

Here $\pm h_k$ means a displacement of mode $k$ alone. One step size costs $2m+1$ Hessians for $m$ modes; a second step adds $2m$. Extrapolate each route, compare equivalent routes, then average:

$$\phi_{ijk}=\tfrac13(T_{ij,k}+T_{ik,j}+T_{jk,i}),\qquad
\phi_{iijj}=\tfrac12(T_{ii,jj}+T_{jj,ii}),$$

where the indices after the comma were displaced. A large disagreement after extrapolation signals noise, an unsuitable step or a change of electronic solution, and averaging would hide it.

These Hessians give every quartic constant with a repeated index. With three modes, four indices must repeat one, so the quartic field is complete. With more modes, constants with four different indices are missing. The VPT2 energies below do not need them, but a variational calculation or some resonance couplings may.

## Second-order energies

Write $N_i=n_i+\tfrac12$. Cubic terms enter at second order and quartic terms at first order. Terms independent of all $n_i$ cancel from excitation energies and are dropped.

**Quartic part.** From $\langle q^2\rangle=N$ and $\langle q^4\rangle=\tfrac32N^2+\tfrac38$, the terms $\phi_{iiii}q_i^4/24$ and $\phi_{iijj}q_i^2q_j^2/4$ give $\phi_{iiii}N_i^2/16$ and $\phi_{iijj}N_iN_j/4$.

**One mode changes by one quantum.** Both $\phi_{jjj}q_j^3/6$ and the part of $\tfrac12\phi_{iij}q_i^2q_j$ that leaves $n_i$ unchanged contribute, so their amplitudes must be added before squaring. Put $c=\phi_{jjj}/4$ and $S=\tfrac12\sum_{i\ne j}\phi_{iij}N_i$. The upward amplitude is $\sqrt{(n_j+1)/2}\,[c(n_j+1)+S]$, the downward one $\sqrt{n_j/2}\,[cn_j+S]$. Their energy denominators have opposite signs, hence

$$E=-\frac{(n_j+1)[c(n_j+1)+S]^2-n_j[cn_j+S]^2}{2\omega_j}
=-\frac{c^2(3N_j^2+\frac14)+4cSN_j+S^2}{2\omega_j}.$$

The $c^2$ part is $-3\phi_{jjj}^2N_j^2/(32\omega_j)$. Three-quantum changes from $q_j^3$ add $-\phi_{jjj}^2N_j^2/(96\omega_j)$. Together they give $-5\phi_{jjj}^2N_j^2/(48\omega_j)$. The $cS$ and $S^2$ parts give products such as $-\phi_{iik}\phi_{jjk}N_iN_j/(4\omega_k)$, and also $-\phi_{iij}^2N_i^2/(8\omega_j)$.

**Two quanta in $i$, one in $j$.** Pairing each process with its reverse gives, apart from a constant,

$$E=-\frac{\phi_{iij}^2}{32}\left[\frac{4N_iN_j+N_i^2}{2\omega_i+\omega_j}
+\frac{4N_iN_j-N_i^2}{2\omega_i-\omega_j}\right].$$

The second fraction is the resonant one.

**Three different modes.** Let $s_i,s_j,s_k=\pm1$ denote the changes. The squared amplitude is $\phi_{ijk}^2/8$ times $\prod_a(N_a+s_a/2)$. Subtracting the reverse process leaves $s_kN_iN_j+s_jN_iN_k+s_iN_jN_k$ plus a constant, divided by $s_i\omega_i+s_j\omega_j+s_k\omega_k$. The energy carries an overall minus sign, and there are four such pairs.

**Coriolis part.** At $J=0$, the vibrational angular momentum adds $\sum_\alpha B_\alpha\pi_\alpha^2$, with rotational constants $B_\alpha$ held at equilibrium. With $\zeta^\alpha_{ij}=\sum_a(\mathbf L_{ai}\times\mathbf L_{aj})_\alpha$, where $a$ labels atoms,

$$\pi_\alpha=\sum_{i<j}\zeta^\alpha_{ij}\left(\sqrt{\omega_j/\omega_i}\,q_ip_j-\sqrt{\omega_i/\omega_j}\,q_jp_i\right).$$

Since $\langle q^2\rangle=\langle p^2\rangle=N$, the squares give $N_iN_j(\omega_i/\omega_j+\omega_j/\omega_i)$; the cross terms are constant.

Collecting coefficients of $N_i^2$ and, for $i\neq j$, of $N_iN_j$:

$$16\chi_{ii}=\phi_{iiii}-\sum_j\phi_{iij}^2\left[\frac2{\omega_j}+\frac{1/2}{2\omega_i+\omega_j}-\frac{1/2}{2\omega_i-\omega_j}\right],$$

$$\begin{aligned}
4\chi_{ij}={}&\phi_{iijj}-\sum_k\frac{\phi_{iik}\phi_{jjk}}{\omega_k}
-\frac12\sum_k\phi_{ijk}^2\Big[\frac1{\omega_i+\omega_j+\omega_k}+\frac1{\omega_k+\omega_i-\omega_j}\\
&+\frac1{\omega_k+\omega_j-\omega_i}-\frac1{\omega_i+\omega_j-\omega_k}\Big]
+4\sum_\alpha B_\alpha(\zeta^\alpha_{ij})^2\left(\frac{\omega_i}{\omega_j}+\frac{\omega_j}{\omega_i}\right).
\end{aligned}$$

For $j=i$ the first bracket is $5/(3\omega_i)$, as found above. The excitation energies are

$$E(\mathbf n)-E(\mathbf0)=\sum_i\omega_in_i+\sum_{i\le j}\chi_{ij}\left(N_iN_j-\tfrac14\right).$$

These formulas were tested on a nonresonant three-mode model with randomly drawn cubic, quartic and Coriolis constants. The second-order shifts extracted from matrix diagonalisation at small anharmonicity agreed to 0.000004 cm$^{-1}$.

## Detecting and treating resonances

For every $\omega_i+\omega_j\approx\omega_k$, with $k$ different from $i$ and $j$, compute

$$\Delta=\omega_i+\omega_j-\omega_k,\qquad
W=\begin{cases}\phi_{iik}/4,&i=j\\ \phi_{ijk}/\sqrt8,&i\ne j.\end{cases}$$

The second value is the product of three factors $1/\sqrt2$. Here a resonance is flagged if $|\Delta|<200$ cm$^{-1}$ and either $W^4/|\Delta|^3>1$ cm$^{-1}$ or $|W/\Delta|>0.25$. The first criterion concerns energy, the second mixing. The thresholds are choices. Moreover, $\Delta$ is harmonic, so anharmonic shifts can close a gap that this screening considers safe.

For each flagged triple:

1. Delete $1/(\omega_i+\omega_j-\omega_k)$ wherever it occurs in $\chi$, including occurrences with relabelled indices. Keep all other fractions.
2. Compute the energies of the affected states from the cleaned $\chi$.
3. Put $W$ between them and diagonalise.

Deletion prevents the interaction from being counted twice. No second-order coupling joins $\nu_k$ to $\nu_i+\nu_j$ or $2\nu_i$: second-order operators change the total number of quanta by an even number, whereas these states differ by one. Other near-degenerate pairs, such as $2\nu_i$ and $2\nu_j$, can have second-order couplings and need a larger effective matrix.

## Silylene in numbers

At RHF/def2-SVP, with $^{28}$Si and $^1$H, the bond length is 1.515 Å and the angle 93.5°. The harmonic wavenumbers are $\omega_1=2174.78$, $\omega_2=1112.13$ and, for the antisymmetric stretch, $\omega_3=2160.38$ cm$^{-1}$. Thus

$$\Delta=2(1112.13)-2174.78\approx49.5,\qquad
\frac{W^4}{\Delta^3}\approx1.14\ \text{cm}^{-1},\qquad \frac W\Delta\approx0.39 .$$

Both criteria flag the resonance. These values are not converged in the basis: def2-TZVP gives a bond length of 1.510 Å, $\omega_1=2158.5$, $\omega_2=1105.4$, $\Delta\approx52$ and $W\approx17.8$ cm$^{-1}$, for which only the mixing criterion is met. The def2-SVP field is used below. The effect of the resonance is visible in the bend's own anharmonicity. With $\phi_{2222}=-11.75$ and $\phi_{222}=-63.23$ cm$^{-1}$, the cleaned value is

$$\chi_{22}=\frac{1}{16}\left[-11.75-\frac{5(63.23)^2}{3(1112.13)}
-77.10^2\left(\frac2{2174.78}+\frac{1/2}{4399.04}\right)\right]=-1.49 .$$

The deleted term is $77.10^2/(32\times49.485)=3.75$, so ordinary VPT2 reports $+2.26$ cm$^{-1}$. The positive sign comes from the resonance, not from the rest of the bending potential.

In $\chi_{12}$ the deleted term is $-77.10^2/(8\times49.485)=-15.02$. For the bending fundamental the two removals cancel: $2(3.75)-\tfrac12(15.02)\approx0$. This is why $\nu_2$ stays at 1093.7 cm$^{-1}$ in both treatments.

The cleaned, uncoupled energies are 2102.28 cm$^{-1}$ for $\nu_1$ and 2184.45 cm$^{-1}$ for $2\nu_2$. Their gap is 82.17 cm$^{-1}$, wider than $\Delta$ because the stretch is lowered more by anharmonicity. Diagonalisation gives

$$E_\pm=2143.37\pm\sqrt{41.09^2+19.27^2}=2143.37\pm45.38,$$

or 2098.0 and 2188.7 cm$^{-1}$. The lower state is 95% $\nu_1$ and 5% $2\nu_2$. Ordinary VPT2 puts them at 2094.8 and 2192.0 cm$^{-1}$: it divides $W^2$ by the harmonic gap and repels them too strongly, shifting each by a further 3.2 cm$^{-1}$. The estimate of 1.14 cm$^{-1}$ is too small here because it ignores the anharmonic widening of the gap. At RHF level the resonance is therefore a modest correction.

The variational solution diagonalises the same field in products of harmonic-oscillator states with up to 12 quanta in total. Because $\phi_{2222}<0$, the quartic field falls without bound at very large bending displacements, so the basis must stay confined to the well. Going from 10 to 12 quanta changes the four levels by less than 0.001 cm$^{-1}$. They lie at 1091.8, 2101.5, 2112.5 and 2181.7 cm$^{-1}$. By symmetry, the level at 2101.5 cm$^{-1}$ is $\nu_3$ and the one at 2112.5 cm$^{-1}$ is mainly $\nu_1$. The treated levels, which include $\nu_3$ at 2089.5 cm$^{-1}$, come in the same order and differ by at most 14.5 cm$^{-1}$.

This difference is measured against the levels of the truncated quartic field, so it is not an error estimate for the molecule. To find the order of this residual, multiply cubic constants by $\lambda$ and quartic and rotational constants by $\lambda^2$. The largest error is 0.99 cm$^{-1}$ at $\lambda=\tfrac12$ and 0.065 at $\lambda=\tfrac14$. The ratio 15 is close to the 16 expected of fourth-order terms. In a separate random model with exact resonance, halving $\lambda$ from 0.1 reduced the error by 8.5, near the factor 8 of a third-order correction to $W$. The treatment cures the small denominator; it does not supply these higher orders.

## What decides the result for the real molecule

Silylene is a reactive intermediate of silane decomposition in silicon vapour deposition. Of the assumptions tested here, the neglect of electron correlation matters most. All-electron MP2 with the same basis lowers the harmonic bend to 1066.8 cm$^{-1}$ and the symmetric stretch to 2164.6 cm$^{-1}$, so $\Delta$ changes from $+49.5$ to about $-31$ cm$^{-1}$. The finite step used for the MP2 gradients leaves an error of about 1 cm$^{-1}$ in the stretch and in $\Delta$. With these wavenumbers and all other constants held at their RHF values, the perturbative treatment puts the mixed levels at 2073.5 and 2112.1 cm$^{-1}$, with $\nu_1$ weights of 53% and 47%. Their separation, 38.6 cm$^{-1}$, is almost the minimum $2W$ for the RHF value of $W$: in this hybrid model, anharmonic shifts have nearly closed the gap. A correlated cubic constant changes $W$, and with it this minimum: all-electron MP2 gives $W\approx21.4$ cm$^{-1}$, and a complete MP2 quartic field puts the treated levels at 2062.5 and 2105.3 cm$^{-1}$, with $\nu_1$ weights of 46% and 54%. These weights are sensitive, because level shifts that are not small beside $W$ can change the mixing. A variational solution of the same hybrid field puts the two levels at 2083.1 and 2110.0 cm$^{-1}$, where the harmonic one-quantum stretch has weights of 21% and 69%. That solution is exact for the quartic field, not for the molecule. For a Morse oscillator, for example, second-order theory with the correct cubic and quartic constants gives the exact levels, whereas the potential truncated at fourth order does not. The two sets of weights therefore show how delicate the mixing is, not which set is right. If $2\nu_2$ had no infrared intensity of its own, the stretch would appear as two bands, but their relative strength remains open here. This is a hybrid-model prediction, not an observation, and the detuning is not converged. Freezing the silicon 1s2s2p core moves the MP2 value of $\Delta$ to about $-17$ cm$^{-1}$, and def2-TZVP gives about $-17$ (all electrons) or $-22$ cm$^{-1}$ (frozen core), with $W$ near 18 cm$^{-1}$. The change of sign survives these settings; higher correlation could move the value again.

The other omissions tested are smaller or of a different kind. At the harmonic turning points of one stretching and two bending quanta, the quartic potential departs from the RHF energy by up to 11 and 19 cm$^{-1}$. These are potential errors at single points, not level errors, but they are not small beside $W$, so the truncation can also affect the mixing. At a rough deposition temperature of 900 K, the population of the first excited bending level is 17% of that of the ground level, so hot bands matter. The Doppler width near 2090 cm$^{-1}$ is about 0.008 cm$^{-1}$, far below the splitting. The rotational constants, 3.8 to 8.3 cm$^{-1}$, are comparable with the 8.5 cm$^{-1}$ separation of the treated $\nu_3$ and $\nu_1$ levels at RHF, so a line assignment needs the rotational problem as well. The numerical output lists the cubic constants, the quartic constants $\phi_{iiii}$ and $\phi_{iijj}$, and the main sets of levels.

## Table of computed values

```
SiH2, RHF/def2-SVP; mode order: sym stretch, bend, antisym stretch
masses Si, H (u): 27.976927 1.007825
RHF bond (angstrom), angle (degree): 1.5151 93.5339
harmonic wavenumbers 1,2,3 (cm^-1): 2174.78 1112.13 2160.38
rotational constants x,y,z (cm^-1): 3.7617 8.3243 6.8632
Coriolis zeta_x 13,23: -0.00332 0.99999
displacement steps in q: 0.4 0.2
phi122 from displaced mode 1, wide/near (cm^-1): 78.4191 77.4268
phi122 from displaced mode 2, wide/near (cm^-1): 76.3955 76.9207
max cubic disagreement wide/near/extrapolated (cm^-1): 2.02363 0.50617 0.00035
phi1122 two extrapolated routes (cm^-1): -98.3446 -98.3448
cubic 111,112,122,222,133,233 (cm^-1): -842.04 -1.99 77.10 -63.23 -848.33 66.51
quartic 1111,2222,3333 (cm^-1): 291.25 -11.75 302.82
quartic 1122,1133,2233 (cm^-1): -98.34 292.85 -123.88
energy-only phi122, phi1122 (cm^-1): 77.0965 -98.3450
2w2-w1, W, estimated second-order error (cm^-1): 49.485 19.274 1.139
absolute W/detuning: 0.3895
flagged resonances (i+j,k): [(2, 2, 1)]
ordinary chi 11,22,33,12,13,23 (cm^-1): -15.76 2.26 -15.90 -32.34 -64.64 -13.54
cleaned chi 11,22,33,12,13,23 (cm^-1): -15.76 -1.49 -15.90 -17.32 -64.64 -13.54
ordinary nu2,nu1,2nu2,nu3 (cm^-1): 1093.72 2094.78 2191.96 2089.49
uncoupled cleaned nu2,nu1,2nu2,nu3 (cm^-1): 1093.72 2102.28 2184.45 2089.49
treated level 1: 1093.72 cm^-1; weights nu1, 2nu2: 0.0000 0.0000
treated level 2: 2089.49 cm^-1; weights nu1, 2nu2: 0.0000 0.0000
treated level 3: 2097.99 cm^-1; weights nu1, 2nu2: 0.9527 0.0473
treated level 4: 2188.75 cm^-1; weights nu1, 2nu2: 0.0473 0.9527
variational lowest four (cm^-1): 1091.78 2101.45 2112.49 2181.74
max treated-minus-variational error (cm^-1): 14.500
variational change, 10 to 12 quanta (cm^-1): 0.00061
molecular errors at anharmonic scale 1/2,1/4 (cm^-1): 0.99059 0.06546
generic second-order formula error (cm^-1): 0.000004
exact-resonance errors at scale 0.1,0.05 (cm^-1): 0.0038740 0.0004533
detuning 2 cm^-1: ordinary, treated max errors (cm^-1): 184.35 15.03
MP2 bond (angstrom), angle (degree): 1.5147 92.3585
MP2 harmonic wavenumbers 1,2,3 (cm^-1): 2164.58 1066.78 2160.51
MP2/RHF hybrid detuning, W, error estimate (cm^-1): -31.024 19.274 4.621
hybrid flagged resonances: [(2, 2, 1)]
hybrid lowest four levels (cm^-1): 1048.50 2073.51 2089.13 2112.13
nu1 weights in hybrid levels: 0.0000 0.5297 0.0000 0.4703
quartic truncation at q1=sqrt(3), q2=sqrt(5) (cm^-1): 11.40 18.94
temperature (K): 900
bend v=1/v=0 population ratio: 0.1740
Doppler full width of treated level 2 (cm^-1): 0.00820
```
